# Largest Reaction Driving Force at an Ideal Contact Between Two Phases

## 1. One contact, one product

Let two elements A and B touch, and let them form a single compound AB. Forming it from the elements releases an energy \(h>0\) per atom. Take one atom's worth of mixture, with a fraction \(x\) of A atoms and \(1-x\) of B atoms.

If \(x\le \tfrac12\), A runs out first. The compound then contains \(2x\) atoms, and \(1-2x\) atoms of B remain as they were. If \(x\ge\tfrac12\), the roles are exchanged. The energy released per atom of mixture is therefore

\[
R(x)=\begin{cases}2xh, & x\le \tfrac12,\\ 2(1-x)h, & x\ge\tfrac12 .\end{cases}
\]

This is a tent with its peak \(h\) at \(x=\tfrac12\). On the slopes the same reaction takes place, but the unreacted surplus dilutes its energy. At the peak nothing is left over. The mixing fraction is not fixed by the contact: the two solids meet at a plane, and the atoms near it may react in any proportion. Maximising over \(x\) finds the proportion that releases most energy per atom of mixture, surplus included.

With more elements and several possible products, the tent can become a roof with several corners.

## 2. Definitions and assumptions

Each phase \(j\) has a vector \(c_j\) of atomic fractions, whose components sum to 1, and an energy \(E_j\) per atom. The list of phases is finite and contains the elements. The algebra is in atomic units, with energies in hartree; it is linear in energy, so the numbers below can be given in eV.

The hull energy at composition \(c\) is the lowest energy per atom of any set of phases with that composition:

\[
e(c)=\min_{n_j\ge 0}\sum_j n_jE_j,\qquad \sum_j n_jc_j=c .
\]

Here \(n_j\) is the fraction of atoms in phase \(j\). Adding the components of the constraint gives \(\sum_j n_j=1\).

Reactants A and B may now be compounds. Their mixture has composition and energy

\[
c(x)=xc_A+(1-x)c_B,\qquad xE_A+(1-x)E_B ,\qquad 0\le x\le1 .
\]

An ideal contact means here that no atoms are exchanged with the surroundings, and that energies are static bulk energies. Interface energy, strain, entropy and kinetics are left out. The reactant phases are in the list, at the energies \(E_A,E_B\) or lower.

## 3. The largest release

A reaction of the mixture is a set of amounts \(n_j\ge0\) with \(\sum_jn_jc_j=c(x)\). It releases \(xE_A+(1-x)E_B-\sum_jn_jE_j\) per atom. By the definition of \(e\), this is at most

\[
R(x)=xE_A+(1-x)E_B-e(c(x)),
\]

and the minimising products attain it. The largest release over all balanced reactions is therefore

\[
\boxed{R^*=\max_{0\le x\le1}R(x)=-\min_{0\le x\le1}\bigl[e(c(x))-xE_A-(1-x)E_B\bigr].}
\]

The bracket is the hull energy relative to the two-reactant mixture. It is never positive, because leaving A and B unreacted is among the allowed outcomes. Hence \(R(x)\ge0\), and \(R^*=0\) means that no mixture of the two can lower its energy.

The word "largest" refers to energy per atom of mixture. Section 8 shows what changes with another count.

## 4. Why the maximum sits at a corner

**The hull is convex.** Let \(n\) and \(n'\) be the best product sets at \(c\) and \(c'\). The amounts \(\theta n_j+(1-\theta)n'_j\) have composition \(\theta c+(1-\theta)c'\) and energy \(\theta e(c)+(1-\theta)e(c')\). The minimum there cannot be higher, so

\[
e(\theta c+(1-\theta)c')\le\theta e(c)+(1-\theta)e(c').
\]

Since \(R\) is a linear function of \(x\) minus \(e(c(x))\), it is concave.

**The hull is piecewise linear.** Suppose the phases present have linearly dependent vectors: \(\sum_jd_jc_j=0\) with some \(d_j\ne0\). Adding components gives \(\sum_jd_j=0\), so both signs occur among the \(d_j\). Changing \(n_j\) to \(n_j+td_j\) keeps the composition and changes the energy linearly in \(t\). Move in the direction that does not raise the energy until one amount vanishes. Repeating this leaves linearly independent phases, at most three for three elements.

For each such independent set, the amounts are fixed by \(c(x)\) and are linear in \(x\). So is their energy, on the closed interval of \(x\) where all amounts are non-negative. There are finitely many sets, and \(e(c(x))\) is the lowest of their energies. Being convex, it is a chain of straight segments. \(R\) is then a concave chain, and its maximum is reached at a kink or at an endpoint.

**A kink needs at most two products in a ternary system.** Suppose three independent phases with positive amounts were the best products at an interior \(x_k\). The same three could accommodate nearby compositions, still with positive amounts. Their energy would be a linear function \(\ell(x)\ge e(c(x))\), with equality at \(x_k\). The convex function \(e-\ell\) would be non-positive near \(x_k\) and zero at \(x_k\), which forces it to vanish on both sides. Then \(e\) would be straight at \(x_k\), and there would be no kink. Geometrically, a kink occurs where the line from A to B crosses an edge or a vertex of the hull.

## 5. What is left over

Let \(R^*>0\), and suppose that at the maximum some B is supplied and some B, in the same phase with the same energy, is among the products. Let \(m=\min(n_B,1-x)>0\) be the common amount. It can be removed from both sides without changing the energy released. Only \(1-m\) atoms then take part. Here \(m<1\), since \(m=1\) would mean pure B before and after, with no release. The release per atom becomes

\[
\frac{R^*}{1-m}>R^* ,
\]

which contradicts the maximum. The same holds for A. At an interior maximum both reactants are therefore fully consumed.

At an endpoint the conclusion is weaker. At \(x=1\) no B is supplied, but B may appear because a metastable A decomposes into B and other phases. Among the 40 random ternary systems in the numerical output, one has an endpoint maximum at which the absent reactant forms.

## 6. A certificate from chemical potentials

Let \(\mu\) be a vector of chemical potentials, one per element, with

\[
\mu\cdot c_j\le E_j\quad\text{for every phase } j .
\]

Multiplying by \(n_j\ge0\) and summing gives \(\sum_jn_jE_j\ge\mu\cdot c\), hence \(e(c)\ge\mu\cdot c\). Inserting this in \(R\),

\[
R(x)\le x\,a+(1-x)\,b\le\max(a,b),\qquad a=E_A-\mu\cdot c_A,\quad b=E_B-\mu\cdot c_B .
\]

Any admissible \(\mu\) thus gives an upper bound on \(R^*\). The best such bound equals \(R^*\), as follows.

Restrict the list to the elements contained in A and B, since no others can occur in the products. Choose a point inside one straight segment of \(e(c(x))\). A convex function has a supporting plane at an interior point of its domain. Because the components of \(c\) sum to 1, a constant term can be absorbed in the coefficients, so the plane has the form \(\mu\cdot c\). It lies below \(e\), hence \(\mu\cdot c_j\le E_j\). Along the segment, \(e-\mu\cdot c\) is linear, non-negative and zero at an inner point, so it vanishes on the whole segment. There

\[
R(x)=xa+(1-x)b,\qquad \frac{dR}{dx}=a-b .
\]

Let the maximum be an interior kink \(x^*\), with potentials \(\mu_L,\mu_R\) on the adjoining segments and slopes \(s_L\ge0\ge s_R\), \(s_L>s_R\). Form

\[
\mu^*=w\mu_L+(1-w)\mu_R,\qquad w=\frac{-s_R}{s_L-s_R},
\]

with \(0\le w\le1\). As an average of admissible vectors, \(\mu^*\) is admissible. Its \(a-b\) is \(ws_L+(1-w)s_R=0\). Both segments meet at \(x^*\) with value \(R^*\), so \(x^*a+(1-x^*)b=R^*\). Together these give \(a=b=R^*\).

If the maximum is at \(x=1\), the last segment has \(a=R^*\) and slope \(a-b\ge0\), so \(\max(a,b)=R^*\) already. The case \(x=0\) is the mirror image. In all cases

\[
R^*=\min_{\mu}\ \max\bigl(E_A-\mu\cdot c_A,\;E_B-\mu\cdot c_B\bigr),\qquad \mu\cdot c_j\le E_j .
\]

At an interior optimum, the potentials of the product equilibrium can be chosen so that each reactant lies above them by the same energy per atom.

## 7. Worked example: MX2 on Q

Let M be a metal, Q a semiconductor and X an oxidant. The energies are round model parameters relative to the elements, in eV per formula unit: MX2 \(-9.0\), QX2 \(-8.4\), MQ \(-1.3\), MQ2 \(-1.5\), and the ternary phase MQX4 \(-18.0\). The contact is MX2 (reactant A) on Q (reactant B), and \(x\) is the fraction of atoms supplied as MX2.

The roof \(R(x)\) has three kinks. Per formula unit of MX2, their reactions are as follows.

- MX2 + 3 Q → QX2 + MQ2 releases \(-9.0+8.4+1.5=0.90\) eV. It involves 6 atoms, so \(x=3/6=0.5\) and \(R=0.1500\) eV/atom.
- MX2 + 1.5 Q → 0.5 MQ2 + 0.5 MQX4 releases \(-9.0+0.75+9.0=0.75\) eV. With 4.5 atoms, \(x=0.6667\) and \(R=0.1667\) eV/atom.
- MX2 + Q → 0.5 MQ + 0.5 MQX4 releases \(-9.0+0.65+9.0=0.65\) eV. With 4 atoms, \(x=0.75\) and \(R=0.1625\) eV/atom.

The second reaction wins:

\[
R^*=0.1667\ \text{eV/atom}=0.006125\ \text{hartree/atom},\qquad x^*=0.6667 .
\]

**The certificate.** On the left of the peak \((\mu_M,\mu_Q,\mu_X)=(-1.30,-0.10,-4.15)\) eV, so

\[
a_L=-3+\tfrac{1.30+2(4.15)}{3}=0.20,\qquad b_L=0.10,\qquad s_L=0.10 .
\]

On the right the potentials are \((-1.10,-0.20,-4.175)\) eV, which give \(a_R=0.15\), \(b_R=0.20\) and \(s_R=-0.05\). The weight is \(w=0.05/0.15=1/3\), and

\[
\mu^*=(-1.1667,\,-0.1667,\,-4.1667)\ \text{eV}.
\]

For Q, \(b=0.1667\) eV. For MX2, \(a=-3+(1.1667+8.3333)/3=0.1667\) eV. The potentials are admissible: they assign \(-9.5\) eV to MX2, \(-8.5\) to QX2 and \(-1.333\) to MQ, all below the phase energies. They reproduce the energies of the two products, \(-1.5\) eV for MQ2 and \(-18.0\) eV for MQX4. The elements have energy zero and negative potentials. These few sums prove that no reaction between MX2 and Q in the model releases more per atom.

**The ternary phase.** Removing MQX4 from the list lowers the maximum to 0.1500 eV/atom and moves it to \(x=0.5\). A longer list can never lower \(R^*\), since it only adds choices to the minimum in \(e\). At fixed reactant energies, an incomplete list therefore gives a lower bound on \(R^*\). This bound does not carry over to the mutual part of Section 9. A missing phase that lies below a reactant turns part of \(R^*\) into that reactant's own relaxation. A form of MX2 lower by 0.10 eV/atom leaves \(R^*=0.1667\) but reduces the largest mutual release to \(0.1667-0.0667=0.1000\) eV/atom.

**A contact without driving force.** For MQX4 on MQ2 the result is \(R^*=0\). These two phases coexist on the hull, and in this model no mixture of them can gain energy.

## 8. Other ways of counting

**Per formula unit.** If A and B have \(a_A\) and \(a_B\) atoms per formula unit (numbers unrelated to the energies \(a,b\) above), one atom of mixture contains \(x/a_A+(1-x)/a_B\) formula units. The release per reactant formula unit is

\[
\frac{R(x)}{x/a_A+(1-x)/a_B}.
\]

On a straight segment this is a ratio \((p+qx)/(r+sx)\), whose derivative \((qr-ps)/(r+sx)^2\) has a fixed sign. The maximum again lies at a kink or an endpoint, but not necessarily the same one. With \(a_A=3\) and \(a_B=1\), the kink at \(x=0.6667\) gives \(0.1667/0.5556=0.300\) eV, and that at \(x=0.75\) gives \(0.1625/0.5=0.325\) eV. The preferred reaction has changed, though no energy has. A driving force should be quoted with its unit of count.

**Per atom of A.** Let B be stable, so \(R(0)=0\). Concavity gives \(R(\theta x)\ge\theta R(x)\) for \(0<\theta\le1\). Dividing by \(\theta x\),

\[
\frac{R(\theta x)}{\theta x}\ge\frac{R(x)}{x}.
\]

The release per atom of A never increases with \(x\), so it is largest when B is in excess. Here it is \(0.1667/0.6667=0.25\) eV per atom of MX2 at \(x^*\), and \(0.15/0.5=0.30\) eV at and below the first kink.

**A film.** Let the volumes per atom be \(v_A=12\) Å\(^3\) and \(v_B=20\) Å\(^3\), and let an MX2 film of thickness \(t_A=30\) Å lie on Q. Per unit area there are \(t_A/v_A=2.5\) atoms/Å\(^2\) of A, which at fraction \(x\) react with \((1-x)/x\) times as many atoms of B. Hence

\[
t_B=t_A\,\frac{1-x}{x}\,\frac{v_B}{v_A}=30\times0.5\times\frac{20}{12}=25\ \text{Å at }x^* .
\]

The release is \(2.5\times0.25=0.625\) eV/Å\(^2\). With enough Q for complete equilibrium it is \(2.5\times0.30=0.75\) eV/Å\(^2\).

The difference has a chemical reading. Subtracting the second reaction of Section 7 from the first, and doubling, gives

\[
\text{MQX4}+3\,\text{Q}\to\text{MQ2}+2\,\text{QX2},
\]

which releases \(2(0.90-0.75)=0.30\) eV. The ternary product of the strongest reaction is itself unstable against Q. A product that appears at \(x^*\) is thus not automatically a barrier: its own contacts must be examined in the same way.

## 9. A metastable reactant

Let the film be a form of MX2 with energy raised by \(\delta\) per atom, while stable MX2 stays in the list. The hull is unchanged, so

\[
R_\delta(x)=R(x)+\delta x .
\]

For \(\delta=0.10\) eV/atom the last two kinks become \(0.1667+0.0667=0.2333\) and \(0.1625+0.0750=0.2375\) eV/atom. The maximum has moved to \(x=0.75\). Of its 0.2375 eV/atom, \(\delta x=0.0750\) is the relaxation of the film material. The gain \(\delta\) per film atom needs no partner, but its share per atom of mixture follows \(x^*\) and so changes with the partner. The remaining 0.1625 is the mutual reaction at this \(x\), which is below the largest mutual release, 0.1667 at \(x=0.6667\).

The last segment of \(R\) has slope \((0-0.1625)/0.25=-0.65\) eV/atom. Once \(\delta>0.65\) eV/atom, \(R_\delta\) rises all the way to \(x=1\). The "largest driving force at the contact" is then the relaxation of MX2 alone, and Q plays no part. For reactants above the hull, their own share should therefore be stated separately.

## 10. Range of validity

\(R^*\) is an energy per atom. It does not give a rate, and it does not say which phase nucleates first. If new interfaces cost an extra energy \(\Delta\gamma\) per area, a reacted layer with \(N\) atoms per area is favourable only if \(NR^*>\Delta\gamma\). Very thin layers can thus be suppressed even when \(R^*>0\).

At fixed temperature and pressure, Gibbs energies of phases of fixed composition may replace \(E_j\), because the derivation used only their additivity. Exchange of an element with a gas breaks the balance \(\sum_jn_jc_j=c(x)\) and lies outside the result.

The numerical output also covers the random ternary systems, 27 of which have an interior optimum. In all 40, direct minimisation over reactions, the crossings of line AB with pairs of products (together with the endpoints), and the chemical-potential bound agree to better than \(10^{-6}\) eV/atom.

## Values computed for the example and the checks

```
Formation energies: eV per formula unit, eV per atom
  MX2      -9.00   -3.0000
  QX2      -8.40   -2.8000
  MQ       -1.30   -0.6500
  MQ2      -1.50   -0.5000
  MQX4    -18.00   -3.0000
Kinks: atom fraction x of MX2, release R (eV/atom), reaction
  0.5000 0.1500 MX2 + 3.000 Q -> 1.000 QX2 + 1.000 MQ2
  0.6667 0.1667 MX2 + 1.500 Q -> 0.500 MQ2 + 0.500 MQX4
  0.7500 0.1625 MX2 + 1.000 Q -> 0.500 MQ + 0.500 MQX4
Largest release R*: 0.1667 eV/atom
Largest release R*: 0.006125 hartree/atom
Optimal atom fraction x* of MX2: 0.6667
Facet left: QX2, MQ2, MQX4; slope of R 0.1000 eV/atom
  mu_M, mu_Q, mu_X (eV): -1.3000, -0.1000, -4.1500
Facet right: MQ, MQ2, MQX4; slope of R -0.0500 eV/atom
  mu_M, mu_Q, mu_X (eV): -1.1000, -0.2000, -4.1750
Weight of left facet: 0.3333
Optimal mu_M, mu_Q, mu_X (eV): -1.1667, -0.1667, -4.1667
Without MQX4: R* 0.1500 eV/atom at x 0.5000
Contact MQX4 | MQ2: R* 0.0000 eV/atom
MX2 raised by 0.10 eV/atom: R* 0.2375 eV/atom at x 0.7500
  own relaxation 0.0750, mutual reaction 0.1625 eV/atom
Raise beyond which the optimum is x = 1: 0.6500 eV/atom
Per reactant formula unit: 0.3250 eV at x 0.7500
Per MX2 atom: 0.2500 eV at x*, 0.3000 eV with excess Q
Volume per atom: MX2 12.0, Q 20.0 angstrom^3
MX2 film 30.0 angstrom; Q consumed at x* 25.00 angstrom
Release per area: 0.6250 at x*, 0.7500 with excess Q (eV/angstrom^2)
Random systems: 40, with interior optimum: 27
Endpoint optima at which the absent reactant forms: 1
Largest disagreement of methods below 1e-6 eV/atom: True
```
